# Trigonal warping of a massive Dirac band from a quadratic off-diagonal term: a numerical check

```python
"""Trigonal warping of a massive Dirac band from a quadratic off-diagonal term.

Result under test, for valley tau = +1 or -1 and small wavevector q:
    H = (gap/2) sigma_z + off-diagonal element f,
    f = gamma (tau qx - i qy) + kappa (tau qx + i qy)^2,
    E = +-[gap/2 + A q^2 + tau C q^3 cos(3 phi) + ...],
    A = gamma^2/gap,   C = 2 gamma kappa/gap.
Symbols: gap in eV, gamma = hbar*velocity in eV nm, kappa in eV nm^2,
q in 1/nm measured from the valley point, phi its polar angle.
A honeycomb lattice (constant a, hopping -t) supplies gamma and kappa.
Example: holes in monolayer hBN, with rough typical inputs.
"""
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq

ANGLES = 2 * np.pi * np.arange(48) / 48


def close(value, target, rel):
    return abs(value - target) <= rel * abs(target)


def bands(off, gap, up=0.0, down=0.0):
    """Eigenvalues (valence, conduction) of the two-band matrix."""
    off = np.asarray(off, dtype=complex)
    h = np.zeros(off.shape + (2, 2), dtype=complex)
    h[..., 0, 0] = gap / 2 + up
    h[..., 1, 1] = -gap / 2 + down
    h[..., 0, 1] = off
    h[..., 1, 0] = off.conj()
    return np.linalg.eigvalsh(h)


def dirac_off(q, phi, tau, gamma, kappa):
    x, y = tau * q * np.cos(phi), q * np.sin(phi)
    return gamma * (x - 1j * y) + kappa * (x + 1j * y) ** 2


def harmonic(energy, n):
    """Coefficient of cos(n phi) on the circle of sampled angles."""
    return 2 * np.mean(energy * np.cos(n * ANGLES))


# ---- example inputs (rough typical values for monolayer hBN) ----
a, t, gap = 0.25, 2.7, 7.0        # nm, eV, eV
t2 = 0.1                          # eV, second-neighbour hopping
w = 0.10                          # eV, hole kinetic energy
temperature = 300.0               # K
density_cm2 = 1e12                # holes per cm^2
mobility_cm2 = 100.0              # cm^2/Vs
eps_gate = 4.0                    # relative permittivity of gate insulator
breakdown = 10.0                  # MV/cm, rough
lateral_field = 0.1               # MV/cm

gamma = np.sqrt(3) * a * t / 2
kappa = -a**2 * t / 8
A = gamma**2 / gap
C = 2 * gamma * kappa / gap
q_small = 0.02

# ---- both bands, both valleys, two parameter sets ----
for g, k, d in ((gamma, kappa, gap), (0.7, 0.2, 3.0)):
    for tau in (1, -1):
        e = bands(dirac_off(q_small, ANGLES, tau, g, k), d)
        for column, sign in ((0, -1), (1, 1)):
            c3 = harmonic(e[:, column], 3) / q_small**3
            assert close(c3, sign * tau * 2 * g * k / d, 1e-3)
            a2 = (np.mean(e[:, column]) - sign * d / 2) / q_small**2
            assert close(a2, sign * g**2 / d, 1e-3)

# ---- power of the gap at fixed gamma and kappa ----
gaps = np.array([1.0, 2.0, 4.0, 8.0, 16.0])
strength = [abs(harmonic(bands(dirac_off(q_small, ANGLES, 1, gamma, kappa),
                               d)[:, 1], 3)) for d in gaps]
gap_power = np.polyfit(np.log(gaps), np.log(strength), 1)[0]
assert abs(gap_power + 1) < 1e-3

# ---- interference: no warping if either amplitude is missing ----
for g, k in ((gamma, 0.0), (0.0, kappa)):
    e = bands(dirac_off(q_small, ANGLES, 1, g, k), gap)[:, 1]
    assert abs(harmonic(e, 3)) < 1e-4 * abs(C) * q_small**3

# ---- first correction to the third harmonic ----
q_mid = 0.5
e = bands(dirac_off(q_mid, ANGLES, 1, gamma, kappa), gap)[:, 1]
correction = harmonic(e, 3) / (C * q_mid**3) - 1
assert close(correction, -2 * gamma**2 * q_mid**2 / gap**2, 0.02)

# ---- beyond the large-gap regime, and without a gap ----
q_cross = 0.5 / gamma             # gamma q equals half of a 1 eV gap
e = bands(dirac_off(q_cross, ANGLES, 1, gamma, kappa), 1.0)[:, 1]
cross_formula = gamma * kappa * q_cross**3 / np.sqrt(0.25 + (gamma * q_cross)**2)
assert close(harmonic(e, 3), cross_formula, 1e-3)
cross_ratio = harmonic(e, 3) / (2 * gamma * kappa * q_cross**3 / 1.0)
e = bands(dirac_off(0.05, ANGLES, 1, gamma, kappa), 0.0)[:, 1]
assert close(harmonic(e, 3), kappa * 0.05**2, 1e-3)

# ---- other windings of the quadratic term break threefold symmetry ----
x, y = q_small * np.cos(ANGLES), q_small * np.sin(ANGLES)
for quadratic in ((x - 1j * y)**2, x**2 + y**2):
    e = bands(gamma * (x - 1j * y) + kappa * quadratic, gap)[:, 1]
    assert close(harmonic(e, 1), C * q_small**3, 1e-3)
    assert abs(harmonic(e, 3)) < 1e-3 * abs(harmonic(e, 1))

# ---- extra terms: which ones change the cubic coefficient ----
off = dirac_off(q_small, ANGLES, 1, gamma, kappa)
off_extra = off + 0.02 * q_small**2 * (x - 1j * y)
e = bands(off_extra, gap, 0.1 * q_small**2, -0.15 * q_small**2)
assert close(harmonic(e[:, 0], 3), -C * q_small**3, 1e-3)
assert close(harmonic(e[:, 1], 3), C * q_small**3, 1e-3)
direct = 0.003                    # eV nm^3, cubic term on the diagonal
e = bands(off, gap, 0.0, direct * q_small**3 * np.cos(3 * ANGLES))
assert close(harmonic(e[:, 0], 3), (direct - C) * q_small**3, 1e-3)

# ---- honeycomb lattice: explicit sums over neighbours ----
neighbours = a / np.sqrt(3) * np.array(
    [[0, 1], [np.sqrt(3) / 2, -0.5], [-np.sqrt(3) / 2, -0.5]])
second = a * np.array([[np.cos(j * np.pi / 3), np.sin(j * np.pi / 3)]
                       for j in range(6)])


def lattice_k(q, phi, tau):
    return np.stack([tau * 4 * np.pi / (3 * a) + q * np.cos(phi),
                     q * np.sin(phi)], axis=-1)


def lattice_off(q, phi, tau):
    return -t * np.exp(1j * lattice_k(q, phi, tau) @ neighbours.T).sum(axis=-1)


for tau in (1, -1):
    f = lattice_off(q_small, ANGLES, tau)
    linear = np.mean(f * np.exp(1j * tau * ANGLES)) / q_small
    square = np.mean(f * np.exp(-2j * tau * ANGLES)) / q_small**2
    assert abs(linear - tau * gamma) < 1e-3 * gamma
    assert abs(square - kappa) < 1e-3 * abs(kappa)
    e = bands(f, gap)[:, 0]
    C_lattice = -tau * harmonic(e, 3) / q_small**3
    assert close(C_lattice, C, 1e-3)
    assert close(C_lattice, -np.sqrt(3) * a**3 * t**2 / (8 * gap), 1e-3)

# ---- second-neighbour hopping scales A and C of the holes alike ----
diag = t2 * np.cos(lattice_k(q_small, ANGLES, 1) @ second.T).sum(axis=-1)
e = bands(lattice_off(q_small, ANGLES, 1), gap, diag, diag)[:, 0]
A_t2 = (-gap / 2 - 3 * t2 - np.mean(e)) / q_small**2
C_t2 = -harmonic(e, 3) / q_small**3
assert close(A_t2 / A, 1 - t2 * gap / t**2, 1e-3)
assert close(C_t2 / C, 1 - t2 * gap / t**2, 1e-3)


# ---- constant-energy contour of the holes at K ----
def hole_model(q, phi):
    return -bands(dirac_off(q, phi, 1, gamma, kappa), gap)[..., 0] - gap / 2


def hole_lattice(q, phi):
    return -bands(lattice_off(q, phi, 1), gap)[..., 0] - gap / 2


def hole_cubic(q, phi):
    return A * q**2 + C * q**3 * np.cos(3 * phi)


def radius(energy_function, energy, phi):
    scale = np.sqrt(energy / A)
    return brentq(lambda q: float(energy_function(q, phi)) - energy,
                  0.3 * scale, 2 * scale, xtol=1e-13)


w_low = 1e-3
q_low = np.sqrt(w_low / A)
r_low = np.array([radius(hole_model, w_low, p) for p in ANGLES])
assert close(harmonic(r_low, 3) / q_low, -kappa / gamma * q_low, 5e-3)

q0 = np.sqrt(w / A)
r_first = [q0 * (1 - kappa / gamma * q0 * s) for s in (1, -1)]
r_cubic = [radius(hole_cubic, w, p) for p in (0.0, np.pi / 3)]
r_model = [radius(hole_model, w, p) for p in (0.0, np.pi / 3)]
r_lattice = [radius(hole_lattice, w, p) for p in (0.0, np.pi / 3)]
assert r_model[0] > r_model[1] and r_lattice[0] > r_lattice[1]

# ---- state count, temperature and degeneracy ----
kT = sc.k * temperature / sc.e
dos = 4 / (4 * np.pi * A)         # two spins, two valleys; 1/(eV nm^2)
area = np.pi * np.mean(r_low**2)
assert close(4 * area / (2 * np.pi)**2, dos * w_low, 5e-3)
density = density_cm2 * 1e-14     # 1/nm^2
top_occupation = 1 - np.exp(-density / (dos * kT))
mu = kT * np.log(np.expm1(density / (dos * kT)))


def fermi(energy):
    return 1 / (1 + np.exp((energy - mu) / kT))


assert close(dos * quad(fermi, 0, 40 * kT)[0], density, 1e-6)
assert close(fermi(0.0), top_occupation, 1e-9)
hot_share = dos * quad(fermi, w, w + 40 * kT)[0] / density
q_thermal = np.sqrt(kT / A)

# ---- mass and collision broadening ----
mass = sc.hbar**2 / (2 * A * sc.e * 1e-18)
broadening = sc.hbar / (mass * mobility_cm2 * 1e-4)    # eV

# ---- gate charge and field ----
sheet_charge = sc.e * density_cm2 * 1e4                # C/m^2
gate_field = sheet_charge / (sc.epsilon_0 * eps_gate) / 1e8

# ---- interband tunnelling: time evolution tests the exponent ----
half_gap, span = 0.5, 20.0        # scaled by sqrt(gamma * force)
sx, sz = np.array([[0, 1], [1, 0]]), np.diag([1, -1])
start = np.linalg.eigh(-span * sx + half_gap * sz)[1][:, 0].astype(complex)
end = np.linalg.eigh(span * sx + half_gap * sz)[1][:, 1]
run = solve_ivp(lambda s, psi: -1j * ((s * sx + half_gap * sz) @ psi),
                (-span, span), start, method="DOP853", rtol=1e-8, atol=1e-10)
p_evolved = abs(end @ run.y[:, -1])**2
p_formula = np.exp(-np.pi * half_gap**2)
assert abs(p_evolved - p_formula) < 3e-3   # finite start and end times
tunnel_exponent = np.pi * gap**2 / (4 * gamma * lateral_field * 0.1)

# ---- printed numbers ----
print(f"Inputs: a = {a} nm, t = {t} eV, gap = {gap} eV")
print(f"gamma = {gamma:.4f} eV nm")
print(f"kappa = {kappa:.5f} eV nm^2")
print(f"kappa/gamma = {kappa / gamma:.4f} nm")
print(f"A = {A:.5f} eV nm^2")
print(f"C = {C:.3e} eV nm^3")
print(f"C from lattice energies = {C_lattice:.3e} eV nm^3")
print(f"Band mass = {mass / sc.m_e:.3f} free-electron masses")
print(f"Fitted power of the gap in warping = {gap_power:.4f}")
print(f"Third-harmonic correction at q = {q_mid} 1/nm: {100 * correction:.3f} %")
print(f"Gap 1 eV, gamma q = 0.5 eV: warping / (1/gap law) = {cross_ratio:.3f}")
print(f"Hole kinetic energy w = {w} eV")
print(f"q0 = {q0:.4f} 1/nm")
print(f"gamma q0/(gap/2) = {2 * gamma * q0 / gap:.3f}")
print(f"Cubic energy at q0, phi = 0: {1e3 * C * q0**3:.2f} meV")
print(f"Cubic / quadratic energy at q0 = {C * q0 / A:.4f}")
for label, r in (("first-order formula", r_first), ("cubic dispersion", r_cubic),
                 ("full two-band model", r_model), ("lattice", r_lattice)):
    print(f"Radius at 0, 60 deg, {label}: {r[0]:.4f}, {r[1]:.4f} 1/nm")
for label, p in (("0", 0.0), ("60", np.pi / 3)):
    cub, mod, lat = (1e3 * float(fn(q0, p))
                     for fn in (hole_cubic, hole_model, hole_lattice))
    print(f"Energy at q0, {label} deg: cubic {cub:.2f}, model {mod:.2f}, "
          f"lattice {lat:.2f} meV")
print(f"Second-neighbour hopping t2 = {t2} eV")
print(f"Change of A by t2 = {100 * (A_t2 / A - 1):.2f} %")
print(f"Change of C by t2 = {100 * (C_t2 / C - 1):.2f} %")
print(f"Temperature = {temperature:.0f} K, kT = {1e3 * kT:.2f} meV")
print(f"q at energy kT = {q_thermal:.3f} 1/nm")
print(f"Cubic / quadratic energy at kT = {C * q_thermal / A:.4f}")
print(f"Hole density = {density_cm2:.1e} cm^-2")
print(f"Density of states = {dos:.3f} 1/(eV nm^2)")
print(f"Hole occupation at the band edge = {top_occupation:.4f}")
print(f"Share of holes above w = {100 * hot_share:.2f} %")
print(f"Assumed mobility = {mobility_cm2:.0f} cm2/Vs")
print(f"Collision broadening hbar/time = {1e3 * broadening:.1f} meV")
print(f"Gate charge = {sheet_charge * 100:.3f} uC/cm2")
print(f"Gate insulator relative permittivity = {eps_gate}")
print(f"Gate field = {gate_field:.3f} MV/cm")
print(f"Rough breakdown field = {breakdown:.0f} MV/cm")
print(f"Gate field / breakdown field = {gate_field / breakdown:.3f}")
print(f"Lateral field = {lateral_field} MV/cm")
print(f"Interband tunnelling exponent = {tunnel_exponent:.0f}")
print(f"Tunnelling test: evolved {p_evolved:.4f}, formula {p_formula:.4f}")
print("all good")
```

Running it gives:

```
Inputs: a = 0.25 nm, t = 2.7 eV, gap = 7.0 eV
gamma = 0.5846 eV nm
kappa = -0.02109 eV nm^2
kappa/gamma = -0.0361 nm
A = 0.04882 eV nm^2
C = -3.523e-03 eV nm^3
C from lattice energies = -3.523e-03 eV nm^3
Band mass = 0.780 free-electron masses
Fitted power of the gap in warping = -0.9999
Third-harmonic correction at q = 0.5 1/nm: -0.347 %
Gap 1 eV, gamma q = 0.5 eV: warping / (1/gap law) = 0.707
Hole kinetic energy w = 0.1 eV
q0 = 1.4312 1/nm
gamma q0/(gap/2) = 0.239
Cubic energy at q0, phi = 0: -10.33 meV
Cubic / quadratic energy at q0 = -0.1033
Radius at 0, 60 deg, first-order formula: 1.5052, 1.3573 1/nm
Radius at 0, 60 deg, cubic dispersion: 1.5167, 1.3655 1/nm
Radius at 0, 60 deg, full two-band model: 1.5254, 1.3734 1/nm
Radius at 0, 60 deg, lattice: 1.5357, 1.3797 1/nm
Energy at q0, 0 deg: cubic 89.67, model 88.81, lattice 87.85 meV
Energy at q0, 60 deg: cubic 110.33, model 108.90, lattice 107.79 meV
Second-neighbour hopping t2 = 0.1 eV
Change of A by t2 = -9.60 %
Change of C by t2 = -9.60 %
Temperature = 300 K, kT = 25.85 meV
q at energy kT = 0.728 1/nm
Cubic / quadratic energy at kT = -0.0525
Hole density = 1.0e+12 cm^-2
Density of states = 6.520 1/(eV nm^2)
Hole occupation at the band edge = 0.0576
Share of holes above w = 2.15 %
Assumed mobility = 100 cm2/Vs
Collision broadening hbar/time = 14.8 meV
Gate charge = 0.160 uC/cm2
Gate insulator relative permittivity = 4.0
Gate field = 0.452 MV/cm
Rough breakdown field = 10 MV/cm
Gate field / breakdown field = 0.045
Lateral field = 0.1 MV/cm
Interband tunnelling exponent = 6583
Tunnelling test: evolved 0.4559, formula 0.4559
all good
```
